# Angular amplification of X-ray energy flow in symmetric-Laue silicon 220

## Definitions and conventions

A perfect crystal plate has its diffracting planes perpendicular to its surface: the symmetric Laue case. The $x$ axis lies along the reciprocal vector $\mathbf h$, normal to the planes, and the $z$ axis is the inward surface normal. The plane spacing is $d$, so $h=2\pi/d$. The vacuum wavenumber is $K=2\pi/\lambda$, and the Bragg angle $\theta$ obeys

$$h=2K\sin\theta .$$

The incident plane wave travels towards $-x$ and makes the angle $\theta+\delta$ with the planes. The angle $\Delta$ of the internal energy flow is measured from the planes, positive towards $+x$. The question is how fast $\Delta$ changes with $\delta$.

Waves vary as $e^{i\mathbf k\cdot\mathbf r}$, with a time factor $e^{-i\omega t}$. Algebra is in atomic units. Far above its resonances an electron responds as if free. The equation of motion $-\omega^2 s=-E$ gives the displacement $s=E/\omega^2$ and the dipole $-E/\omega^2$. With electron density $\rho$ and $D=E+4\pi P$, the susceptibility is $\chi=-4\pi\rho/\omega^2$. Since $\omega=cK$, its Fourier coefficient is

$$\chi_h=-\frac{4\pi F}{Vc^2K^2},$$

where $V$ is the cell volume and $F$ the structure factor. With the origin on an atom, all eight silicon atoms of the cubic cell scatter in phase for 220. Hence $F=8f\,e^{-B/4d^2}$, where $f$ is the atomic form factor and the exponential accounts for thermal motion. Then $\chi_h=\chi_{-h}=-|\chi_h|$ is real. Absorption is left out until its size is estimated below.

In sigma polarization the electric field lies along $y$. This case comes first.

## Back-of-envelope argument

At the exact Bragg angle the incident and diffracted beams are equally strong within each internal wave, so energy flows midway between them, along the planes. Far from the Bragg angle one beam dominates and the flow makes an angle $\theta$ with the planes. The flow therefore turns through about $\theta$ while the crystal passes from strong to weak mixing.

Mixing is strong while the mismatch between the beams is smaller than their coupling. A tilt $\delta$ shifts both $x$ components of the wavevectors by $q\approx-K\cos\theta\,\delta$, to $-h/2+q$ and $h/2+q$. Their squares then differ by $2hq$, that is, by $h|q|$ on either side of the mean. The coupling in the same units is $K^2|\chi_h|$. The two are equal when

$$2K\sin\theta\;K\cos\theta\,|\delta|=K^2|\chi_h|
\quad\Rightarrow\quad
|\delta|=\frac{|\chi_h|}{\sin2\theta}.$$

This tilt is called the half-width. Dividing the available turn, $\tan\theta$, by it gives

$$A\approx\tan\theta\,\frac{\sin2\theta}{|\chi_h|}=\frac{2\sin^2\theta}{|\chi_h|}.$$

For 220 at 0.709 Å, $\tan\theta=0.1878$ and the half-width is 5.22 microradian, so $A\approx0.1878/(5.22\times10^{-6})\approx3.6\times10^4$. The argument fixes the scale. It cannot say whether the slope at the centre carries a further factor such as 2 or 1/2, nor over what range the slope persists.

## Controlled derivation

### The two internal waves

For sigma polarization, with $\chi$ independent of $y$, Maxwell's equations reduce to

$$\nabla^2E+K^2[1+\chi(\mathbf r)]E=0 .$$

The plate is periodic along $x$ with period $d$, so the tangential wavevector is conserved at entry up to multiples of $h$. The forward beam keeps the value of the incident wave, and the diffracted beam has $h$ added to it. The forward beam therefore has $k_x=-K\sin(\theta+\delta)=-h/2+q$, with $q=-K\cos\theta\,\delta$ to first order in $\delta$. Keeping two strong beams,

$$E=e^{ik_zz}\left[E_0e^{i(q-h/2)x}+E_he^{i(q+h/2)x}\right].$$

Substitution and collection of the two exponentials give

$$\left[K^2(1+\chi_0)-(q-\tfrac h2)^2-k_z^2\right]E_0-K^2|\chi_h|E_h=0,$$

$$\left[K^2(1+\chi_0)-(q+\tfrac h2)^2-k_z^2\right]E_h-K^2|\chi_h|E_0=0.$$

Expand the squares as $q^2\mp hq+h^2/4$, and define

$$U=K^2|\chi_h|,\qquad
\varepsilon=k_z^2+q^2+\tfrac{h^2}{4}-K^2(1+\chi_0).$$

The equations become

$$(hq-\varepsilon)E_0=UE_h,\qquad -(hq+\varepsilon)E_h=UE_0 .$$

Multiplying them and cancelling $E_0E_h$ gives $\varepsilon^2-h^2q^2=U^2$, so

$$\varepsilon=\pm\sqrt{h^2q^2+U^2}.$$

There are two Bloch waves, and the upper sign has the larger $k_z$. At $q=0$ this wave has $E_h=-E_0$, so its field varies as $\sin(hx/2)$ and vanishes on the atomic planes. The other varies as $\cos(hx/2)$ and is strongest there.

### Sharing of intensity

From the first equation, $|E_h|^2/|E_0|^2=(\varepsilon-hq)^2/U^2$. Writing $U^2=(\varepsilon-hq)(\varepsilon+hq)$ reduces this to

$$\frac{|E_h|^2}{|E_0|^2}=\frac{\varepsilon-hq}{\varepsilon+hq}
\quad\Rightarrow\quad
\frac{|E_0|^2-|E_h|^2}{|E_0|^2+|E_h|^2}=\frac{hq}{\varepsilon}.$$

### Direction of the energy flow

The time-averaged Poynting vector of this field is proportional to $\mathrm{Im}(E^*\nabla E)$. Averaging over one period in $x$ removes the products of different beams and leaves $\mathbf k_0|E_0|^2+\mathbf k_h|E_h|^2$. Both beams share $k_z$, while their $x$ components are $q\mp h/2$. Therefore

$$\tan\Delta=\frac{1}{k_z}\left[q-\frac h2\,\frac{|E_0|^2-|E_h|^2}{|E_0|^2+|E_h|^2}\right]
=\frac{1}{k_z}\left[q-\frac{h^2q}{2\varepsilon}\right].$$

A wave packet travels in the same direction. Its phase $qx+k_z(q)z$ is stationary where $x/z=-dk_z/dq$. Differentiating $k_z^2=K^2(1+\chi_0)-h^2/4-q^2+\varepsilon$, with $d\varepsilon/dq=h^2q/\varepsilon$, gives

$$-\frac{dk_z}{dq}=\frac1{k_z}\left[q-\frac{h^2q}{2\varepsilon}\right]=\tan\Delta .$$

The flow is thus normal to the dispersion surface $k_z(q)$. The amplification is large because coupling rounds off the crossing of two surfaces within a very small interval of $q$, where the normal must swing from one beam direction to the other.

### The amplification

Measure the tilt in half-widths:

$$\eta=-\frac{hq}{U}=\frac{\sin2\theta}{|\chi_h|}\,\delta,\qquad
\varepsilon=\pm U\sqrt{1+\eta^2}.$$

Near the Bragg condition $k_z$ may be replaced by $K\cos\theta$, with relative error of the order of $|\chi_0|$ and $|\delta|$. Then $q/k_z=-\delta$. Also $h^2/2U=4K^2\sin^2\theta/(2K^2|\chi_h|)=A$, with $A=2\sin^2\theta/|\chi_h|$. The result is

$$\tan\Delta=-\delta\pm\frac{A\delta}{\sqrt{1+\eta^2}}
=-\delta\pm\tan\theta\,\frac{\eta}{\sqrt{1+\eta^2}} .$$

The last form uses $A\delta=\tan\theta\,\eta$. At the centre the slope is therefore $\pm A$ to leading order, and no extra factor corrects the estimate.

The small term needs more care, because replacing $k_z$ by $K\cos\theta$ in the amplified term drops contributions comparable with $-\delta$. At $q=0$, $k_z^2=K^2(\cos^2\theta+\chi_0\pm|\chi_h|)$. The part $\pm|\chi_h|$ changes the slope of both waves by $-A|\chi_h|/(2\cos^2\theta)=-\tan^2\theta$. The part $\chi_0$ changes both magnitudes equally, here by less than 0.1. Since $1+\tan^2\theta=1/\cos^2\theta$,

$$\left.\frac{d\Delta}{d\delta}\right|_{0}\approx\pm A-\frac{1}{\cos^2\theta} .$$

The second term is a small turn common to both waves, towards $-x$ for a positive tilt. The two waves turn in opposite senses: for $\delta>0$ the wave with nodes on the atomic planes turns towards the diffracted beam, the other towards the forward beam. The statement that the flow turns $A$ times as much thus applies to each wave separately, in magnitude.

### Dependence on wavelength and polarization

Inserting $\chi_h$ and $\sin\theta=h/2K$,

$$A=\frac{h^2}{2K^2}\,\frac{Vc^2K^2}{4\pi F}=\frac{h^2c^2V}{8\pi F}.$$

The wavelength cancels for sigma polarization, provided $F$ is fixed by $h$ alone, which requires staying away from absorption edges. A shorter wavelength reduces the half-width and $\tan\theta$, which sets the opening of the fan between the beams, in the same proportion.

In pi polarization the magnetic field lies along $y$ and obeys $\nabla\cdot[(1-\chi)\nabla H]+K^2H=0$ to first order in $\chi$. The coupling of the two beams is now $\chi_h\,\mathbf k_0\cdot\mathbf k_h$, which equals $\chi_hK^2\cos2\theta$ at the centre. To leading order in $\chi$ the rest of the derivation is unchanged, so $|\chi_h|$ is replaced by $|\chi_h\cos2\theta|$. The weaker coupling makes the turn sharper:

$$A_\pi=\frac{A}{|\cos2\theta|}.$$

### Range and limits

Differentiating the amplified term gives its local slope,

$$A\left[(1+\eta^2)^{-1/2}-\eta^2(1+\eta^2)^{-3/2}\right]=\frac{A}{(1+\eta^2)^{3/2}} .$$

It has fallen by a tenth when $\eta=\sqrt{0.9^{-2/3}-1}=0.270$, here a tilt of 1.41 microradian. This slope is that of $\tan\Delta$; at so small a flow angle the difference from the slope of $\Delta$ is minor.

For $|\eta|\gg1$, expansion of the square root gives

$$\tan\theta\,\frac{\eta}{\sqrt{1+\eta^2}}\approx\pm\tan\theta\left(1-\frac{1}{2\eta^2}\right),$$

with the sign of $\eta$. Each wave then carries its energy along one of the two beams, and the amplified slope dies as $A/|\eta|^3$.

Weak coupling raises $A$ without limit in the formula, but the total turn stays bounded by the beam directions and the useful range of tilt shrinks as $|\chi_h|$.

## Numbers for silicon 220

The lattice parameter 5.4310 Å gives $d=1.9202$ Å and $\theta=10.64^\circ$. The form factor is that of an isolated silicon atom in its triplet state, from unrestricted Hartree–Fock theory in the cc-pVTZ basis, averaged over directions: $f=8.705$. The larger cc-pVQZ basis gives 8.707, a shift of about 0.002 that lowers $A$ by 0.02 per cent, so the last digit is not converged but the effect is negligible here. A rough room-temperature value $B=0.5$ Å$^2$ gives the thermal factor 0.9667. Hence

$$F=8\times8.705\times0.9667=67.32,\qquad |\chi_h|=1.895\times10^{-6},$$

$$A=\frac{2\times0.03408}{1.895\times10^{-6}}\approx3.60\times10^4 .$$

Without thermal motion the value is $3.48\times10^4$, so the round figure 35000 describes both to within 3 per cent. A PBE density for the same atom changes $A$ by less than 0.1 per cent. That comparison measures sensitivity to the atomic model and does not bound the neglected bonding charge. Nor does it cover the free-electron response assumed for $\chi_h$: at this photon energy the inner electrons add a dispersion correction of roughly 0.1 electron to $f$, which lowers $A$ by about 1 per cent. For pi polarization, $\cos2\theta=1-2\times0.03408=0.9318$ and $A_\pi\approx3.86\times10^4$.

## Comparison with fuller calculations

The two-beam approximation was tested by solving Maxwell's equations with six beams along $\mathbf h$, including $\chi_0$, $\chi_h$ and $\chi_{2h}$, and finding the flow from the Poynting vector. The central slopes are $+35975.0$ and $-35977.1$. With $A=35975.7$ the formula $\pm A-1.04$ gives $+35974.7$ and $-35976.7$. The term $\chi_0$ and the additional beams raise both magnitudes equally, by about 0.4 in all, so the small common turn remains visible in the difference between the magnitudes. These digits compare two solutions of one model; they are not the accuracy for real silicon. At 0.5 Å, with $F$ held fixed, the upper slope is again 35975.0.

A second comparison concerns a beam of finite width. Such a beam contains a spread of tilts, which must be well inside the half-width if one flow direction is to have meaning. The phases of the two Bloch waves at the centre slip by one cycle over the pendellösung period

$$\Lambda=\frac{2\pi\cos\theta}{K|\chi_h|}=\frac{\lambda\cos\theta}{|\chi_h|}=3.68\times10^5\ \text{Å},$$

because their $k_z$ differ by $2U/(2K\cos\theta)$. A Gaussian beam of rms intensity width $w$ has an rms spread $1/2w$ in $q$, hence $\sigma_\eta=h/(2wU)$ in half-widths. Since $h/U=2\sin\theta/(K|\chi_h|)=\Lambda\tan\theta/\pi$,

$$w=\frac{\Lambda\tan\theta}{2\pi\sigma_\eta}.$$

For $\sigma_\eta=0.05$ this is $2.2\times10^5$ Å. Let the beam be tilted by $\eta=0.3$, or 1.57 microradian, and let the plate be $t=2\times10^7$ Å (2 mm) thick. Then

$$\tan\Delta=\frac{0.1878\times0.3}{\sqrt{1.09}}=0.0540,\qquad
t\tan\Delta=1.080\times10^6\ \text{Å}.$$

The flow has turned by $3.09^\circ$. The entering beam excites both Bloch waves, so two spots should appear, displaced to opposite sides by about this amount.

The forward and diffracted amplitudes were also propagated directly in real space, moving along their own directions and exchanging amplitude in small steps, without absorption. Half the distance between the exit spots was $1.073\times10^6$ Å (0.107 mm), 0.6 per cent below the formula. Most of this difference comes from the finite spread of tilts: averaging the displacement of each Bloch wave over the spread, weighted by how strongly each tilt excites that wave, gives $1.074\times10^6$ Å for half the distance; the remaining 0.1 per cent is the error of the finite propagation step. Dividing the displacement by $t\delta$ gives 34243, to be compared with the average slope from the centre, $A/\sqrt{1.09}\approx34460$. It is lower than $A$ mainly because the tilt is finite.

## What is seen, and when the result fails

The amplification belongs to the flow inside the plate. At a parallel exit face the tangential wavevectors are again conserved. The forward beam leaves parallel to the incident one. The diffracted beam has $K\sin\varphi=h/2+q$, so it leaves at $\varphi=\theta-\delta$ to first order. Outside, directions change by $\delta$ alone; the large internal turn appears as a displacement at the exit face.

The two waves must also have separated. While they overlap, they interfere. For a wide beam at $\delta=0$, equal excitation of both waves gives $|E_0|^2\propto\cos^2(\pi z/\Lambda)$ and $|E_h|^2\propto\sin^2(\pi z/\Lambda)$. The total flow then obeys

$$\frac{S_x}{S_z}=-\tan\theta\,\cos\frac{2\pi z}{\Lambda},$$

and swings between the beam directions with depth. The direction of one Bloch wave does not describe that total flow.

In a real silicon plate, absorption is the first omission. For a rough coefficient $\mu=1.5\times10^{-7}$ Å$^{-1}$ it alters the central slopes by less than 0.01 per cent, but it treats the waves very differently. If absorption is concentrated near the nuclei, so that its 220 coefficient is reduced from the mean by the thermal factor alone, the exponents at the centre are $(\mu t/\cos\theta)(1\mp0.9667)$. The wave with nodes on the planes keeps 90 per cent of its intensity through 2 mm; the other keeps 0.25 per cent. Away from the centre 0.9667 is divided by $\sqrt{1+\eta^2}$, so at the tilt $\eta=0.3$ of the beam above the figures are 80 and 0.28 per cent. One of the two spots is then nearly extinguished. The source matters more. A characteristic line roughly 6 eV wide at 17487 eV spreads the Bragg angle by $0.1878\times6/17487$, or 64 microradian, about twelve half-widths, which fills the fan instead of selecting one direction. A first crystal using the same planes in the parallel setting passes, for each wavelength in the line, nearly the same range of deviations about its own Bragg angle. That range is itself comparable with the half-width, so the angular spread at each wavelength must be narrowed further, to well below 5 microradian. Temperature acts through $d$: with the incident direction and wavelength fixed, a rough expansion of $2.6\times10^{-6}$ per K makes 1 K of uniform, unconstrained warming equivalent to a tilt of 0.49 microradian, which turns the flow by $1.0^\circ$. The planes must likewise stay parallel to well within the half-width along the path, since a local rotation of the lattice acts as a tilt. The remaining values are collected in the numerical output.

## Table of computed values

```
wavelength: 0.709 angstrom
photon energy: 17487 eV
lattice parameter: 5.4310 angstrom
220 plane spacing: 1.9202 angstrom
cell volume: 160.19 angstrom^3
Bragg angle: 10.639 degree
tan(Bragg angle): 0.1878
sin^2(Bragg angle): 0.03408
form factor 220, Hartree-Fock atom: 8.705 electrons
form factor 220, PBE atom: 8.712 electrons
thermal B (rough input): 0.5 angstrom^2
thermal amplitude factor: 0.9667
structure factor, static: 69.64 electrons
structure factor, warm: 67.32 electrons
|chi_h|, warm: 1.8949e-06
half-width (eta = 1): 5.222 microradian
pendelloesung period: 3.6774e+05 angstrom
amplification, sigma, warm: 35976
amplification, sigma, static lattice: 34776
amplification, sigma, warm, PBE atom: 35947
amplification, pi, warm: 38608
six-beam slope, larger k_z: 35975.0
six-beam slope, smaller k_z: -35977.1
six-beam slope at 0.5 angstrom: 35975.0
eta where slope is down by a tenth: 0.270
that tilt: 1.409 microradian
plate thickness: 2.0e+07 angstrom
thickness, converted: 2.0 mm
finite-beam tilt in half-widths: 0.30
finite-beam tilt: 1.566 microradian
finite-beam rms angular spread in half-widths: 0.05
finite-beam rms width at entry: 2.199e+05 angstrom
flow angle at that tilt: 3.090 degree
spot displacement, formula: 1.0796e+06 angstrom
spot displacement, propagated beam: 1.0728e+06 angstrom
spot displacement, converted: 0.1073 mm
tan(flow)/tilt from the beam: 34243
absorption coefficient (rough input): 1.5e-07 1/angstrom
relative slope change by absorption: 7.5e-05
intensity left, larger k_z wave: 0.903
intensity left, smaller k_z wave: 2.47e-03
source line width (rough input): 6 eV
Bragg shift over line width: 64.4 microradian
thermal expansion (rough input): 2.6e-06 1/K
Bragg shift for 1 K: 0.488 microradian
flow turn for 1 K: 1.002 degree
```
